\section*{Static energies of the square and triangular Wigner crystals in two dimensions}

\section{Problem}

Electrons in a plane are held at rest on the sites of a Bravais lattice $\Lambda$. They repel each other by $1/r$ and sit in a uniform background of opposite charge that makes the system neutral. Hartree atomic units are used. The electron density $n$ defines the radius $r_s$ of the disc that holds one electron, $\pi r_s^2 n=1$. Find the energy per electron for the square and for the triangular lattice at the same density, and decide which is lower.

The sum of $1/R$ over a planar lattice diverges, so the energy needs a definition. Let every interaction, including those of the background, be screened to $v(r)=e^{-\kappa r}/r$, and let $\kappa\to0$ at the end. Per electron, the electrons contribute $\frac12\sum'_{R}v(R)$, where the prime omits $R=0$. Their attraction to the background contributes $-n\int v\,d^2r$, and the background's self-energy contributes $+\frac12n\int v\,d^2r$. With $\int v\,d^2r=2\pi\int_0^\infty e^{-\kappa r}dr=2\pi/\kappa$,
\begin{equation}
E=\frac12\lim_{\kappa\to0}\Big[\sum_{R}{}'\,\frac{e^{-\kappa R}}{R}-\frac{2\pi n}{\kappa}\Big].
\label{def}
\end{equation}

\section{First estimate by scaling}

At fixed lattice type all distances are proportional to $r_s$, so $E=-c/r_s$ with a pure number $c$. To estimate $c$, replace the other electrons by a uniform charge of density $n$ outside the disc of radius $r_s$ around the chosen electron. Outside the disc the sum and the integral in (\ref{def}) then cancel, and what remains is
\begin{equation}
E_{\rm est}=-\frac n2\int_0^{r_s}\frac{2\pi r\,dr}{r}=-\pi n r_s=-\frac1{r_s}.
\end{equation}
For the square and the triangular lattice this gives the sign and the size, but the estimate is the same for every lattice. It fails for elongated cells: for a rectangular lattice $E$ turns positive when the ratio of the sides exceeds about 7. Counting nearest neighbours does not settle the order either. The triangular lattice has six at $1.905\,r_s$ and the square lattice four at $1.772\,r_s$, so the first shell repels more strongly in the triangular case ($6/1.905=3.15$ against $4/1.772=2.26$, in units of $1/r_s$). Using the Wigner--Seitz cell in place of the disc gives $-0.9945/r_s$ (square) and $-0.9991/r_s$ (triangular). This favours the triangular lattice, but the error of such an estimate is not bounded, so a proof must include the distant charges.

\section{Exact solution}

\subsection{The energy as a zeta function}

The screened interaction is a superposition of Gaussians,
\begin{equation}
\frac{e^{-\kappa r}}r=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}e^{-r^2t-\kappa^2/(4t)}\,dt .
\label{gauss}
\end{equation}
To see this, put $t=x^2$ and $y=rx-\kappa/(2x)$. The integral becomes $2e^{-\kappa r}J$ with $J=\int_0^\infty e^{-y^2}dx$. The substitution $x\to\kappa/(2rx)$ sends $y$ to $-y$ and gives $J=\int_0^\infty e^{-y^2}\kappa/(2rx^2)\,dx$. Adding $r$ times each form, $2rJ=\int_0^\infty e^{-y^2}(r+\kappa/2x^2)\,dx=\int_{-\infty}^\infty e^{-y^2}dy=\sqrt\pi$, which proves (\ref{gauss}).

Let $\Theta(t)=\sum_R e^{-tR^2}$, including $R=0$. Since $n\int e^{-r^2t}d^2r=\pi n/t$, the bracket in (\ref{def}) equals
\begin{equation}
\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}e^{-\kappa^2/(4t)}B(t)\,dt,\qquad B(t)=\Theta(t)-1-\frac{\pi n}t .
\end{equation}
The periodic function $\sum_Re^{-t|\mathbf r+\mathbf R|^2}$ has Fourier coefficients $n\int e^{-tr^2-i\mathbf G\cdot\mathbf r}d^2r=(\pi n/t)e^{-G^2/(4t)}$, with $\mathbf G$ the reciprocal lattice vectors. At $\mathbf r=0$ this gives
\begin{equation}
\Theta(t)=\frac{\pi n}t\sum_Ge^{-G^2/(4t)} .
\end{equation}
So $B\to-1$ for $t\to0$, while $B\simeq-\pi n/t$ for $t\to\infty$. Hence $t^{-1/2}|B|$ is integrable and bounds the integrand for every $\kappa$, and the limit may be taken under the integral:
\begin{equation}
E=\frac1{2\sqrt\pi}\int_0^\infty t^{-1/2}B(t)\,dt .
\label{EB}
\end{equation}

Now define the Epstein zeta function $Z(s)=\sum'_RR^{-2s}$ for $\mathrm{Re}\,s>1$. From $\Gamma(s)R^{-2s}=\int_0^\infty t^{s-1}e^{-R^2t}dt$, splitting the integral at $t=1$ (in any fixed unit),
\begin{align}
\Gamma(s)Z(s)&=\int_0^\infty t^{s-1}[\Theta(t)-1]\,dt\nonumber\\
&=\int_0^1t^{s-1}\Big[\Theta(t)-\frac{\pi n}t\Big]dt+\frac{\pi n}{s-1}-\frac1s+\int_1^\infty t^{s-1}[\Theta(t)-1]\,dt .
\end{align}
Both remaining integrals converge for all $s$, so the last line continues $Z$ analytically. For $0<\mathrm{Re}\,s<1$ one may write $\pi n/(s-1)=-\int_1^\infty\pi n\,t^{s-2}dt$ and $-1/s=-\int_0^1t^{s-1}dt$. The terms then recombine into $\Gamma(s)Z(s)=\int_0^\infty t^{s-1}B(t)\,dt$. At $s=\frac12$, where $\Gamma=\sqrt\pi$, comparison with (\ref{EB}) gives
\begin{equation}
E=\tfrac12Z(\tfrac12).
\label{EZ}
\end{equation}

\subsection{Factorization into Dirichlet series}

At unit spacing the square lattice is the set of complex numbers $m+ni$ and the triangular lattice the set $m+n\omega$, with $\omega=e^{2\pi i/3}$ and integers $m,n$ (here $n$ is not the density). Both sets are closed under multiplication. The norm $N(\alpha)=|\alpha|^2$, equal to $m^2+n^2$ or $m^2-mn+n^2$, is an integer and multiplicative. There are $w=4$ or $w=6$ units, the elements of norm 1.

No point of the plane is farther than $1/\sqrt2$ (square) or $1/\sqrt3$ (triangular) from a lattice point. Rounding a quotient $\alpha/\beta$ to the nearest lattice point therefore leaves a remainder of norm smaller than $N(\beta)$. Euclid's algorithm works, and factorization into primes is unique up to units. Taking one prime $\pi_j$ from each class of primes that differ by a unit, and expanding geometric series, one finds for $\mathrm{Re}\,s>1$
\begin{equation}
\sum_{\alpha\ne0}|\alpha|^{-2s}=w\prod_j\frac1{1-N(\pi_j)^{-s}} .
\label{euler}
\end{equation}

Each $\pi_j$ divides the integer $\pi_j\bar\pi_j$, hence some ordinary prime $p$. Then $N(\pi_j)$ divides $N(p)=p^2$, so it is $p$ or $p^2$. In the first case $p=\pi_j\bar\pi_j$; in the second $p$ itself is prime in the lattice. Let $\chi_4(k)=1,0,-1,0$ for $k=1,2,3,4$ and $\chi_3(k)=1,-1,0$ for $k=1,2,3$, continued periodically, and let $\chi$ be $\chi_4$ for the square and $\chi_3$ for the triangular lattice.

\begin{itemize}
\item $\chi(p)=-1$. Modulo 4, $m^2+n^2$ is never 3. Modulo 3, $m^2-mn+n^2\equiv(m+n)^2$ is never 2. No element has norm $p$, so there is one prime, of norm $p^2$.
\item $\chi(p)=1$. The nonzero residues modulo $p$ form a cyclic group of order $p-1$, which is divisible by 4 (or 3). An element $x$ of order 4 (or 3) therefore exists and satisfies $x^2+1\equiv0$ (or $x^2+x+1\equiv0$). So $p$ divides $(x-i)(x+i)$ (or $(x-\omega)(x-\bar\omega)$) but neither factor, and $p=\pi_j\bar\pi_j$ is not prime. If $\pi_j$ and $\bar\pi_j$ differed by a unit, $\pi_j$ would divide both factors and their difference, of norm 4 (or 3). Then $p$ would divide 4 (or 3), which it does not. There are two primes of norm $p$.
\item $\chi(p)=0$. Here $2=-i(1+i)^2$ and $3=-\omega^2(1-\omega)^2$, so there is one prime, of norm $p$.
\end{itemize}

The factors in (\ref{euler}) are thus $(1-p^{-2s})^{-1}$, $(1-p^{-s})^{-2}$ and $(1-p^{-s})^{-1}$. In each case this is $(1-p^{-s})^{-1}(1-\chi(p)p^{-s})^{-1}$. Since $\chi(jk)=\chi(j)\chi(k)$, the product over $p$ gives two Dirichlet series:
\begin{equation}
Z_{\rm sq}(s)=4\,\zeta(s)\beta(s),\qquad Z_{\rm tri}(s)=6\,\zeta(s)L_3(s)\qquad(\text{unit spacing}),
\end{equation}
with $\zeta=\sum k^{-s}$, $\beta=\sum\chi_4(k)k^{-s}$ and $L_3=\sum\chi_3(k)k^{-s}$.

Taken in pairs, the terms of $\beta$ and $L_3$ fall off as $k^{-\mathrm{Re}\,s-1}$, so these series converge to analytic functions for $\mathrm{Re}\,s>0$. The same holds for $\eta(s)=1-2^{-s}+3^{-s}-\dots=\zeta(s)-2\cdot2^{-s}\zeta(s)$, which continues $\zeta$. By uniqueness of analytic continuation the factorizations hold at $s=\frac12$, where
\begin{equation}
\zeta(\tfrac12)=\frac{\eta(\frac12)}{1-\sqrt2}=-(1+\sqrt2)\,\eta(\tfrac12)<0 .
\end{equation}

\subsection{Equal densities}

For spacing $a$, $Z(\frac12)$ acquires a factor $1/a$. The cell area is $\pi r_s^2$, so $a=\sqrt\pi\,r_s$ for the square lattice. For the triangular one $\frac{\sqrt3}2a^2=\pi r_s^2$, so $1/a=(\sqrt3/2)^{1/2}/(\sqrt\pi\,r_s)$. Equation (\ref{EZ}) becomes
\begin{equation}
E=\frac{\zeta(\frac12)\,g}{\sqrt\pi\,r_s},\qquad g_{\rm sq}=2\beta(\tfrac12),\qquad g_{\rm tri}=3\Big(\frac{\sqrt3}2\Big)^{1/2}L_3(\tfrac12).
\label{g}
\end{equation}
Because $\zeta(\frac12)$ is negative, the lattice with the larger $g$ has the lower energy.

\subsection{Numbers with error bounds}

At $s=\frac12$ the series are sums over $k\ge0$ of
\begin{equation}
f(k)=(qk+a)^{-1/2}-(qk+b)^{-1/2},
\end{equation}
with $(q,a,b)=(2,1,2)$ for $\eta$, $(4,1,3)$ for $\beta$ and $(3,1,2)$ for $L_3$. The second derivative of $y^{-1/2}$ decreases with $y$, so $f$ is convex. It therefore lies above its tangents, $f(k)\le\int_{k-1/2}^{k+1/2}f\,dx$, and below its chords, $\int_k^{k+1}f\,dx\le\frac12[f(k)+f(k+1)]$. Summing from $k=K$,
\begin{equation}
F(K)+\tfrac12f(K)\le\sum_{k\ge K}f(k)\le F(K-\tfrac12),
\end{equation}
\begin{equation}
F(x)=\int_x^\infty f\,dx'=\frac2q\big[\sqrt{qx+b}-\sqrt{qx+a}\,\big].
\end{equation}

Ten terms decide the order. For $\beta$ the first ten $f(k)$ sum to $0.58866$, rounded up, and the tail is at most $0.07907$, so $g_{\rm sq}<2\times0.66773<1.3355$. For $L_3$ they sum to $0.42002$, rounded down, and the tail is at least $0.06080$, so $g_{\rm tri}>2.7918\times0.48082>1.3423$. Hence $g_{\rm tri}>g_{\rm sq}$: the triangular lattice has the lower energy.

A hundred terms with their tails give $\eta=0.604899$, $\beta=0.667691$ and $L_3=0.480868$, each to within one unit in the last digit, so $\zeta(\frac12)=-1.46035$ and
\begin{align}
E_{\rm sq}\,r_s&=-\frac{1.46035\times2\times0.667691}{1.77245}=-1.1002,\\
E_{\rm tri}\,r_s&=-\frac{1.46035\times2.79181\times0.480868}{1.77245}=-1.1061 .
\end{align}

\section{Comparison}

The estimate $-1/r_s$ falls short of the exact binding by 9\% for the square and 10\% for the triangular lattice, relative to the exact values. The difference has a direct meaning. Placing the other electrons on lattice sites, instead of spreading them uniformly outside the disc, lowers the bracket in (\ref{def}) by $2\times0.1002=0.200$ and $2\times0.1061=0.212$, in units of $1/r_s$. The order of the lattices is contained in this correction. The gap, $0.0059/r_s$, is 0.53\% of the square-lattice energy and about 17 times smaller than the error of the estimate for the square lattice (18 times for the triangular one).

For $r_s=100$ bohr the estimate is $-0.0100$ hartree. The exact static energies are $-0.011002$ hartree (square) and $-0.011061$ hartree (triangular). They differ by $5.86\times10^{-5}$ hartree, or $1.59$ meV, per electron.

These are energies of electrons at rest, and other lattices have not been compared. The force constants of a crystal scale as $r_s^{-3}$, so the harmonic zero-point energy of a stable lattice scales as $r_s^{-3/2}$. For in-plane motion of the triangular lattice it is about $0.814\,r_s^{-3/2}$ hartree per electron. At $r_s=100$ bohr this is about 14 times the static gap, and the two become equal only near $r_s\approx2\times10^4$ bohr. The square lattice is not stable: part of its in-plane modes have $\omega^2<0$, so it has no harmonic zero-point energy. The gap therefore compares static configurations only and is not a difference of total energies.

Numbers in the example were calculated in double precision.
